# Acoustic Phonon Damping and Amplification by Drifting 2D Electrons

**Question**

I am stuck on this exercise: "Two-dimensional electrons have a rigidly drifted Maxwellian distribution. Show that an acoustic mode changes from electronic damping to amplification when the drift component along its wavevector exceeds the sound velocity."

I can write down energy and momentum conservation. For an electron that absorbs a phonon of wavevector \(q\) and frequency \(sq\), they fix its initial velocity along \(\mathbf q\) to be \(s-\hbar q/2m\). This contains a recoil term but no drift velocity. For short waves the recoil term is much larger than \(s\), so I would expect the threshold to depend on \(q\). Why doesn't it?

I would also like to know what the result means in practice. Take monolayer MoS2 at 100 K with a field of 1.5 kV/cm: does a sound wave with \(q=0.5\ \mathrm{nm^{-1}}\) really grow?

**Answer**

Your resonance condition is right, but it describes absorption alone. Whether the wave loses or gains energy depends on the competition between absorption and stimulated emission. The two processes connect the same pairs of states, so what matters is which state of each pair is more occupied.

**Model and conventions**

Let the electrons have energy \(E_{\mathbf k}=\hbar^2k^2/2m\), velocity \(\mathbf v=\hbar\mathbf k/m\), spin-valley degeneracy \(g\) and density \(n\). The distribution is

\[
f(\mathbf k)=\frac{2\pi\hbar^2n}{g\,m\,k_BT}\,
\exp\!\left[-\frac{m|\mathbf v-\mathbf v_d|^2}{2k_BT}\right].
\]

The prefactor makes \((g/4\pi^2)\int f\,d^2k=n\), because the Gaussian integrates to \(2\pi mk_BT/\hbar^2\). Here \(T\) is the electron temperature, \(\mathbf v_d\) the drift velocity of the electrons and \(u=\mathbf v_d\cdot\mathbf q/q\) its component along the wave.

The mode is longitudinal, with \(\omega=sq\), and shifts the electron energy by \(D\,\nabla\cdot\mathbf U\), where \(\mathbf U\) is the displacement and \(D\) the deformation potential. For a layer of area \(A\) and mass density \(\rho\) per area, write

\[
\mathbf U=\sqrt{\frac{\hbar}{2\rho A\omega}}\;\frac{\mathbf q}{q}
\left(a\,e^{i\mathbf q\cdot\mathbf r}+a^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).
\]

The square root is fixed by the energy. With \(N\) phonons, \(\langle U^2\rangle=\hbar(2N+1)/(2\rho A\omega)\), and the total energy, twice the mean kinetic energy, is \(\rho A\omega^2\langle U^2\rangle=\hbar\omega(N+\tfrac12)\), as it must be. The divergence brings down a factor \(\pm iq\), so the squared coupling is

\[
|M|^2=D^2q^2\frac{\hbar}{2\rho A\omega}=\frac{D^2\hbar q}{2\rho sA}.
\]

Absorption carries the factor \(|M|^2N\) and emission \(|M|^2(N+1)\).

**Absorption against stimulated emission**

Consider the pair of states \(\mathbf k\) and \(\mathbf k+\mathbf q\). Absorption takes an electron up from \(\mathbf k\) to \(\mathbf k+\mathbf q\), and emission takes it back. To lowest order in the coupling, the golden rule gives

\[
\begin{aligned}
\frac{dN}{dt}=\frac{2\pi}{\hbar}|M|^2g\sum_{\mathbf k}
&\Big\{(N+1)f(\mathbf k+\mathbf q)[1-f(\mathbf k)]\\
&-Nf(\mathbf k)[1-f(\mathbf k+\mathbf q)]\Big\}\,
\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k}-\hbar\omega).
\end{aligned}
\]

In the terms proportional to \(N\), the products \(f(\mathbf k)f(\mathbf k+\mathbf q)\) cancel. What remains is \(dN/dt=\gamma N+R\), where \(R\ge0\) is spontaneous emission and

\[
\gamma=\frac{2\pi}{\hbar}|M|^2g\sum_{\mathbf k}
[f(\mathbf k+\mathbf q)-f(\mathbf k)]\,
\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k}-\hbar\omega).
\]

Negative \(\gamma\) is electronic damping and positive \(\gamma\) is amplification. The wave amplitude changes at the rate \(\gamma/2\), since the energy is proportional to its square.

**Why the recoil drops out of the threshold**

The Maxwellian depends on the energy measured in the frame moving with the electrons,

\[
\tfrac12m|\mathbf v-\mathbf v_d|^2
=E_{\mathbf k}-m\mathbf v\cdot\mathbf v_d+\tfrac12mv_d^2 .
\]

When \(\mathbf k\) becomes \(\mathbf k+\mathbf q\), the first term rises by \(\hbar\omega\) because of the delta function. The momentum \(m\mathbf v\) rises by \(\hbar\mathbf q\), so the second term changes by \(-\hbar\mathbf q\cdot\mathbf v_d=-\hbar qu\). The third does not change. The total change is \(\hbar q(s-u)\), the same for every resonant pair, and therefore

\[
\frac{f(\mathbf k+\mathbf q)}{f(\mathbf k)}
=\exp\!\left[-\frac{\hbar q(s-u)}{k_BT}\right].
\]

The recoil energy is already contained in \(E_{\mathbf k+\mathbf q}-E_{\mathbf k}\), which conservation sets equal to \(\hbar\omega\). It decides which electrons take part, but not which member of a pair is more occupied. Inserting the ratio,

\[
\gamma=-\frac{2\pi}{\hbar}|M|^2
\left[1-e^{-\hbar q(s-u)/k_BT}\right]
g\sum_{\mathbf k}f(\mathbf k)\,
\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k}-\hbar\omega).
\]

The sum is positive. Hence \(\gamma<0\) for \(u<s\), \(\gamma=0\) for \(u=s\), and \(\gamma>0\) for \(u>s\). This proves the claim for every \(q\) and \(T\) in this model. In the electron frame the wave has frequency \(\omega-\mathbf q\cdot\mathbf v_d\). Once this is negative, the upper state of each pair in the laboratory frame is the lower one in the electron frame, and is more occupied.

**The size of the rate**

Let \(v\) now denote the velocity component along \(\mathbf q\), and define the recoil velocity \(w=\hbar q/2m\). Then

\[
E_{\mathbf k+\mathbf q}-E_{\mathbf k}-\hbar\omega
=\hbar qv+\frac{\hbar^2q^2}{2m}-\hbar qs=\hbar q(v+w-s).
\]

The delta function equals \(\delta(v-s+w)/(\hbar q)\). The lower state has \(v=s-w\), which is your condition. The upper state is faster by \(\hbar q/m=2w\), so it has \(v=s+w\). Integrating over the transverse velocity leaves the one-dimensional Maxwellian

\[
P(v)=\sqrt{\frac{m}{2\pi k_BT}}\;e^{-m(v-u)^2/2k_BT},
\]

and the sums over \(f(\mathbf k)\) and \(f(\mathbf k+\mathbf q)\) become \(nA/(\hbar q)\) times \(P(s-w)\) and \(P(s+w)\). Thus

\[
\gamma=\frac{2\pi}{\hbar}\,\frac{D^2\hbar q}{2\rho sA}\,\frac{nA}{\hbar q}
\,[P(s+w)-P(s-w)]
=\frac{\pi D^2n}{\rho s\hbar}\,[P(s+w)-P(s-w)].
\]

To factorize the difference, use \((s\pm w-u)^2=(u-s)^2+w^2\mp2w(u-s)\), together with \(mw^2/2=\hbar^2q^2/8m\) and \(mw=\hbar q/2\). The two exponentials share a common factor, and their difference is twice a hyperbolic sine:

\[
\boxed{
\begin{aligned}
\gamma={}&\frac{2\pi D^2n}{\rho s\hbar}\sqrt{\frac{m}{2\pi k_BT}}\,
\exp\!\left[-\frac{m(u-s)^2/2+\hbar^2q^2/8m}{k_BT}\right]\\
&\times\sinh\!\left[\frac{\hbar q(u-s)}{2k_BT}\right]
\end{aligned}}
\]

**Limits**

If both terms in the exponential and the argument of the sinh are small, replace the exponential by 1 and \(\sinh x\) by \(x\):

\[
\gamma\simeq\frac{D^2nq(u-s)}{\rho sk_BT}\sqrt{\frac{\pi m}{2k_BT}} .
\]

This is the classical picture: electrons slightly faster than the wave give it energy, slightly slower ones take energy, and the slope of \(P\) at \(v=s\) decides. For short waves the resonant velocities \(s\pm w\) move into the tails of the distribution, and the factor \(e^{-\hbar^2q^2/8mk_BT}\) suppresses the rate without moving its zero. At fixed \(q\), the gain also fades when \(u\) exceeds \(s+w\) by several thermal velocities \(\sqrt{k_BT/m}\), because both resonant velocities are then in the slow tail.

For a mode at angle \(\theta\) to the drift, \(u=v_d\cos\theta\). With isotropic sound velocity and \(v_d>s\), the electrons amplify the modes inside the cone

\[
\cos\theta>\frac{s}{v_d}.
\]

Spontaneous emission fixes what happens near threshold. For a dilute gas, neglect \(f(\mathbf k)f(\mathbf k+\mathbf q)\) in \(R\). Then \(R\) is the stimulated emission rate per phonon, and the absorption rate per phonon is \(R\,e^{\hbar q(s-u)/k_BT}\). Setting \(\gamma N+R=0\) gives, for \(u<s\),

\[
N_*=\frac{-R}{\gamma}=\frac{1}{e^{\hbar q(s-u)/k_BT}-1}.
\]

At \(u=0\) this is the Planck number at the electron temperature. It diverges as \(u\to s\). If electrons are the sole bath, \(N\) grows linearly in time at threshold and exponentially above it, until the wave alters the distribution that was held fixed here.

**Your MoS2 case**

I use rough typical values: \(m=0.5\,m_0\), \(g=4\), \(D=3\) eV, \(\rho=3.1\times10^{-6}\ \mathrm{kg/m^2}\), \(s=6.6\times10^5\) cm/s and a mobility of 1000 cm²/Vs at 100 K. The density is \(5\times10^{11}\ \mathrm{cm^{-2}}\). The wave travels along the drift, in the zigzag direction of the crystal.

The threshold field is \(s/\mu=6.6\times10^5/1000=660\) V/cm. If the mobility keeps this value in the field, the drift velocity at 1.5 kV/cm is \(1.5\times10^6\) cm/s, or \(2.27\,s\), so the electronic contribution is a gain. The cone has \(\cos\theta=0.66/1.5=0.44\), a half-angle of 63.9°.

For the rate, let \(\sigma=\sqrt{k_BT/m}=5.51\times10^6\) cm/s. The recoil velocity is \(w=5.79\times10^6\) cm/s, nearly nine times \(s\), so this case does test your worry. The pieces are

\[
\begin{aligned}
\frac{2\pi D^2n}{\rho s\hbar}\,\frac{1}{\sqrt{2\pi}\,\sigma}&=24.4\ \mathrm{ns^{-1}},\\
\frac{(u-s)^2}{2\sigma^2}=\frac12\left(\frac{0.84}{5.51}\right)^2&=0.012,\\
\frac{w^2}{2\sigma^2}=\frac12\left(\frac{5.79}{5.51}\right)^2&=0.55,\\
\frac{w(u-s)}{\sigma^2}=\frac{5.79\times0.84}{5.51^2}&=0.160 .
\end{aligned}
\]

Hence \(\gamma=24.4\,e^{-0.564}\sinh(0.160)\approx2.23\ \mathrm{ns^{-1}}\), where the exponent comes from the unrounded terms. Dividing by \(s\) gives a spatial gain of about \(3.4\times10^3\ \mathrm{cm^{-1}}\) for the phonon number. Without drift the same formula gives \(-1.76\ \mathrm{ns^{-1}}\). The long-wave formula would give 3.91 ns⁻¹, 75% above the full result, mainly because it omits the recoil factor \(e^{-0.55}=0.58\).

The prefactor can be checked without the golden rule. Solve the Schrödinger equation for electrons in a weak classical potential \(V_0\cos(qx-\omega t)\), with \(V_0=DqU_0\), average the absorbed energy over the drifted Maxwellian, and divide by the wave energy \(\tfrac12\rho\omega^2U_0^2\) per area. For the parameters above this also gives a growth rate of 2.23 ns⁻¹.

**Does the wave really grow?**

The electronic calculation alone does not settle this: the answer depends on a lattice lifetime that I can only assume. First, the electrons screen the strain potential. In the random-phase approximation, a total potential \(V\) induces a density \(-\Pi V\), which adds the potential \(-e^2\Pi V/(2\epsilon_0\kappa q)\). Solving for \(V\) shows that the bare potential is divided by

\[
\begin{aligned}
\varepsilon&=1+\frac{e^2}{2\epsilon_0\kappa q}\,\Pi,\\
\Pi&=\frac gA\sum_{\mathbf k}
\frac{f(\mathbf k)-f(\mathbf k+\mathbf q)}
{E_{\mathbf k+\mathbf q}-E_{\mathbf k}-\hbar\omega-i0^+}.
\end{aligned}
\]

The squared coupling, and with it \(\gamma\), is divided by \(|\varepsilon|^2\), which cannot change the sign. With relative permittivity \(\kappa=4\) around the layer, \(|\varepsilon|^2=8.0\) and the gain falls to 0.28 ns⁻¹. This is only a rough estimate. The Coulomb energy at the distance \(1/\sqrt{\pi n}\) is about five times \(k_BT\), outside the safe range of the random-phase approximation, and the polarizability of the layer itself, left out here, weakens the screening. Replacing \(\kappa\) by \(\kappa+r_0q\) with a rough screening length \(r_0\approx4.1\) nm gives \(|\varepsilon|^2\approx4.9\) and a gain of about 0.46 ns⁻¹.

Secondly, the mode loses energy to other phonons, the substrate and defects. If I assume a lattice lifetime of 100 ps, that loss is 10 ns⁻¹ and the net rate is \(-9.7\ \mathrm{ns^{-1}}\). With that lifetime the electrons have stopped damping the wave, but the wave still decays. Break-even at this drift would need a lifetime of about 3.6 ns, or about 2.2 ns with the layer polarizability included. The 100 ps is a guess for a strongly damped, supported layer. A crude Klemens-type three-phonon estimate for a 0.5 THz mode at 100 K gives 1 to 6 ns, which brackets break-even, so in a clean layer the sign of the net rate is open. So \(u>s\) is the condition for electronic gain, while net growth requires the gain to exceed all other losses.

**How far the other assumptions matter**

*Degeneracy.* A drifted Fermi function also decreases with energy in the electron frame, so the sign argument still gives \(u=s\). Here \(n\) is 0.14 of the effective density of states \(gmk_BT/2\pi\hbar^2\), and the unscreened gain drops from 2.23 to 2.13 ns⁻¹.

*Shape of the distribution.* The rigid shift does matter for the exact threshold. Suppose instead that a field along \(\mathbf q\) acts on electrons with one constant relaxation time. Their steady distribution obeys \(u\,dP/dv=P_0-P\), where \(P_0\) is the undrifted Maxwellian. Multiplying by \(v\) and integrating confirms that \(u\) is the mean drift. For this \(P\), the condition \(P(s+w)=P(s-w)\) is met at \(u=1.009\,s\) in the example, a shift of 0.9%. The threshold now depends on \(q\): it is \(1.014\,s\) at \(q=0.05\ \mathrm{nm^{-1}}\) and \(0.97\,s\) at \(q=1.5\ \mathrm{nm^{-1}}\). Its exact independence of \(q\) belongs to the rigid shift.

*Heating.* With an assumed energy relaxation time of 2 ps, each electron holds an extra energy \(eFv_d\tau_E=4.5\) meV, where \(F\) is the field. The heat capacity per electron is \(k_B\) in two dimensions, so \(T\) rises to about 152 K if the small kinetic energy of the drift is neglected. At fixed density and drift, the unscreened gain becomes 1.44 ns⁻¹; the threshold drift is unchanged. If heating also lowers the mobility, the same field gives a smaller drift and a smaller gain than estimated here, and the threshold field is higher than the value found from the low-field mobility.

*Collisions.* The golden rule used free electron states, which requires a mean free path \(\ell\) with \(q\ell\gg1\). Taking \(\ell=\sigma\mu m/e=15.7\) nm gives \(1/q\ell=0.13\), which I take as the likely order of the relative correction. At 300 K, with a rough mobility of 100 cm²/Vs, the threshold field rises to 6.6 kV/cm and \(1/q\ell\) to 0.74. The unscreened formula then gives 0.62 ns⁻¹ at the same density and drift velocity, but only as a rough guide: this drift now takes a field of 15 kV/cm, and the strong heating to be expected there is neglected.

*Piezoelectricity.* Monolayer MoS2 is piezoelectric. For a longitudinal wave along zigzag, mirror symmetry forbids polarization along \(\mathbf q\), so this coupling vanishes. Along armchair, a rough coefficient of \(3\times10^{-10}\) C/m gives an unscreened coupling energy of 4.2 eV, against \(D=3\) eV. The polarization is proportional to the strain, and its charge to the derivative of the strain, so the two potentials are a quarter period out of phase and their squares add. In this estimate the unscreened rate would be about three times larger, again with the same threshold, since \(|M|^2\) is a common factor. The polarizability of the layer itself, neglected here, lowers the piezoelectric potential at such a short wavelength and brings the factor nearer to two.

For a real device, the mobility and the lattice lifetime are the inputs to measure first. The threshold field is \(s/\mu\), with the mobility taken at that field, and the lifetime sets the lattice loss that the screened gain must exceed. The remaining values are in the numerical output below.

## Computed values

```
Electron mass: 0.50 m0; degeneracy g: 4
Deformation potential D: 3.0 eV
Lattice mass per area: 3.10e-06 kg/m2
Sound velocity s: 6.60e+05 cm/s
Temperature: 100 K; density n: 5.0e+11 cm-2
Wavevector q: 0.50 nm-1
Wavelength: 12.57 nm
Phonon energy: 2.172 meV
Thermal energy kT: 8.617 meV
Thermal velocity sigma: 5.506e+06 cm/s
Recoil velocity hbar q/2m: 5.788e+06 cm/s
Mobility at 100 K: 1000 cm2/Vs
Field: 1.50 kV/cm
Drift velocity: 1.500e+06 cm/s
Drift/sound ratio: 2.2727
Threshold field: 0.660 kV/cm
Growth rate at u/s = 0.0: -1.7596 ns-1
Growth rate at u/s = 0.5: -0.8828 ns-1
Growth rate at u/s = 1.0: 0.0000 ns-1
Growth rate at u/s = 1.5: 0.8828 ns-1
Growth rate at example drift: 2.2332 ns-1
Same, from Schroedinger: 2.2332 ns-1
Same, long-wave formula: 3.9097 ns-1
Spatial gain of phonon number: 3.384e+03 cm-1
Half-angle of cone, from k-sum: 63.896 deg
Stationary N at u = 0: 3.488
Stationary N at u = s/2: 7.445
Relative permittivity around layer: 4.0
Screening divisor |eps|^2: 7.997
Screened growth rate: 0.2792 ns-1
Density / effective density of states: 0.1389
Unscreened rate, Fermi gas: 2.1329 ns-1
Threshold u/s, Fermi gas: 1.000000
Threshold u/s, relaxation-time gas: 1.00905
Assumed energy relaxation time: 2.0 ps
Heated electron temperature: 152.2 K
Unscreened rate, heated gas: 1.4396 ns-1
Momentum relaxation time: 0.2843 ps
Mean free path: 15.65 nm; 1/(q path): 0.128
Piezo coefficient: 3.0e-10 C/m
Largest piezo energy (armchair): 4.24 eV
Squared ratio piezo/deformation: 1.99
Mobility at 300 K: 100 cm2/Vs
Threshold field at 300 K: 6.60 kV/cm
1/(q path) at 300 K: 0.738
Unscreened rate, 300 K, same drift: 0.6237 ns-1
Assumed lattice lifetime: 100 ps
Lattice loss rate: 10.00 ns-1
Net rate, screened gain minus loss: -9.721 ns-1
Lifetime needed to break even: 3.581 ns
```
